# Plane-wave cutoff error of a non-relativistic hydrogen-like atom, part 1

(Sections cited here and not found follow in the second part.)

## Problem

One electron moves in the field of a fixed point nucleus of charge $Z$, without relativity. In Hartree atomic units (energy in hartree, Ha, length in bohr, momentum in bohr$^{-1}$) the Hamiltonian is $H=T+V$ with $T=p^2/2$ and $V=-Z/r$. The ground state is sought variationally in the space of all plane waves with momentum $|\mathbf p|\le K$, that is, with kinetic energy up to $E_{\rm cut}=K^2/2$. The cell that makes the momenta discrete is taken so large that momentum sums become integrals. Let $E_K$ be the lowest energy in this space, $E$ the exact ground energy, $\Delta E=E_K-E$ and $\kappa=K/Z$.

(a) Find the behaviour of the momentum wave function of an s state at large $p$ from the behaviour of $\psi$ at the nucleus.

(b) Find the leading dependence of $\Delta E$ on $E_{\rm cut}$ and $Z$ for $\kappa\gg1$, with its numerical factor and its sign.

(c) Find the next two corrections in powers of $1/\kappa$, allowing the retained coefficients to readjust.

(d) Find the cutoff that gives $\Delta E=1$ mHa for hydrogen and for the hydrogen-like ion Cr$^{23+}$ ($Z=24$).

## Solution

### (a) From the cusp to the tail

The Fourier convention is $\varphi(\mathbf p)=(2\pi)^{-3/2}\int e^{-i\mathbf p\cdot\mathbf r}\psi(\mathbf r)\,d^3r$, which makes $\int|\varphi|^2d^3p=\int|\psi|^2d^3r$. For a spherical $\psi$ the angular integral is $2\pi\int_{-1}^{1}e^{-ipr\mu}d\mu=4\pi\sin(pr)/(pr)$, so

$$\varphi(p)=(2\pi)^{-3/2}\,\frac{4\pi}{p}\int_0^\infty u(r)\sin(pr)\,dr,\qquad u(r)=r\psi(r).\tag{1}$$

Near the nucleus write $\psi=\psi_0+\psi_1r+\psi_2r^2+\dots$. The Laplacian of a spherical function is $\psi''+2\psi'/r=2\psi_1/r+O(1)$. In $-\tfrac12\nabla^2\psi-Z\psi/r=E\psi$ the right side is finite at $r=0$, so the terms in $1/r$ on the left must cancel: $-\psi_1-Z\psi_0=0$. This is the cusp condition $\psi_1=-Z\psi_0$. It does not involve $E$, and it is unchanged if a potential that is finite at the nucleus is added.

Two integrations by parts, with $u$ and its derivatives vanishing at infinity, give

$$\int_0^\infty u\sin(pr)\,dr=\frac{u(0)}{p}+\frac1p\int_0^\infty u'\cos(pr)\,dr=\frac{u(0)}{p}-\frac1{p^2}\int_0^\infty u''\sin(pr)\,dr .$$

The boundary term of the second integration is $u'\sin(pr)/p^2$, which vanishes at $r=0$. The same identity applied to $u''$, and then to $u''''$, produces the series $u(0)/p-u''(0)/p^3+u''''(0)/p^5-\dots$. Since $u=\psi_0r+\psi_1r^2+\dots$, one has $u(0)=0$ and $u''(0)=2\psi_1=-2Z\psi_0$. The integral is $2Z\psi_0/p^3+O(p^{-5})$, and (1) becomes

$$\varphi(p)=\frac{A}{p^4}\left[1+O(Z^2/p^2)\right],\qquad A=\frac{8\pi Z\psi_0}{(2\pi)^{3/2}},\qquad A^2=\frac{64\pi^2Z^2\psi_0^2}{8\pi^3}=\frac{8Z^2\psi_0^2}{\pi}.\tag{2}$$

Only even derivatives of $u$ at the origin enter the series, and these come from odd powers of $r$ in $\psi$. Even powers of $r$ are polynomials in $x,y,z$ and leave no power-law tail. The term $\psi_1r$ is the lowest one that is not smooth in three dimensions, and it alone fixes $A$.

The ground state is $\psi=(Z^3/\pi)^{1/2}e^{-Zr}$. Indeed $-\tfrac12(Z^2-2Z/r)-Z/r=-Z^2/2=E$, the norm is $4\pi(Z^3/\pi)\cdot2/(2Z)^3=1$, and the function has no node. Its transform follows from $\int_0^\infty e^{-Zr}\sin(pr)\,dr={\rm Im}\,(Z-ip)^{-1}=p/(p^2+Z^2)$. Applying $-\partial/\partial Z$ brings down a factor $r$ and gives $2Zp/(p^2+Z^2)^2$. Then

$$\varphi(p)=\frac{A}{(p^2+Z^2)^2},\qquad A=\frac{8\pi Z^{5/2}}{2\sqrt2\,\pi^{3/2}\,\pi^{1/2}}=\frac{2\sqrt2}{\pi}Z^{5/2},\qquad A^2=\frac{8Z^5}{\pi^2},\tag{3}$$

which agrees with (2) for $\psi_0^2=Z^3/\pi$. For hydrogen $A=0.90032$. The five powers of $Z$ in $A^2$ are two from the slope of the cusp and three from the density at the nucleus. The numerical check checks (3) by quadrature of (1), and checks (2) on the 2s state of hydrogen, where $\varphi p^4/A=0.99990$ at $p=100$ bohr$^{-1}$.

### (b) The leading error

Let $P$ project on $p\le K$ and $Q=1-P$ on $p>K$. The cutoff is spherical, so the truncated problem separates by angular momentum. Every state with $l\ge1$ in the truncated space lies, by the variational principle, above the exact level $-Z^2/8$, so for large $\kappa$ the lowest state is an s state, and all functions below are real and spherical.

Put $h=H-E$, so that $h\psi=0$ and $h\ge0$. The truncated exact state is $P\psi=\psi-Q\psi$. Because $h$ is Hermitian and annihilates $\psi$ on either side,

$$D_0\equiv\langle P\psi|h|P\psi\rangle=\langle\psi-Q\psi|h|\psi-Q\psi\rangle=\langle Q\psi|h|Q\psi\rangle .\tag{4}$$

The energy excess of the part kept equals the expectation value of $h$ in the part thrown away.

The variational state need not be $P\psi$. Up to a factor it is $P\psi+\eta$, where $\eta$ lies in the $P$ space and is orthogonal to $P\psi$. The cross term is $\langle\eta|h|P\psi\rangle=-\langle\eta|h|Q\psi\rangle=-\langle\eta|V|Q\psi\rangle$. The first equality is $hP\psi=-hQ\psi$, and the second holds because $T-E$ is diagonal in momentum and cannot connect $P$ to $Q$. With $w=PVQ\psi$, the Rayleigh quotient of $h$ is $D/\mathcal N$, where

$$D=D_0-2\langle\eta|w\rangle+\langle\eta|h|\eta\rangle,\qquad \mathcal N=\|P\psi\|^2+\|\eta\|^2 .$$

At the minimum $D/\mathcal N=\Delta E$, and the derivative of the quotient vanishes, which means that $D-\Delta E\,\mathcal N$ is zero and stationary with respect to $\eta$. Stationarity gives $\eta=Gw$, where $G$ is the inverse of $h-\Delta E$ on the part of the $P$ space orthogonal to $P\psi$, and $G$ is defined as zero on $P\psi$. This inverse exists and is positive at large $\kappa$: on functions orthogonal to $\psi$ the operator $h$ is at least $3Z^2/8$, the distance to the next level, and $P\psi\to\psi$. Inserting $\eta=Gw$, the terms in $\eta$ combine to $-2\langle w|G|w\rangle+\langle w|G|w\rangle$, and

$$\Delta E\,\bigl(1-\|Q\psi\|^2\bigr)=\langle T-E\rangle_Q+\langle V\rangle_Q-\langle w|G|w\rangle ,\tag{5}$$

where $\langle X\rangle_Q=\langle Q\psi|X|Q\psi\rangle$. Equation (5) is exact. Its last term is the relaxation energy, which is positive and lowers $\Delta E$.

The largest term in (5) is the kinetic energy of the tail. With (2),

$$T_Q=\int_K^\infty\frac{p^2}{2}\,\frac{A^2}{p^8}\,4\pi p^2dp=2\pi A^2\int_K^\infty\frac{dp}{p^4}=\frac{2\pi A^2}{3K^3}=\frac{16Z^2\psi_0^2}{3K^3}.\tag{6}$$

The weight of the tail is $\|Q\psi\|^2=4\pi A^2\int_K^\infty p^{-6}dp=4\pi A^2/(5K^5)=32/(5\pi\kappa^5)$ to leading order for the ground state, so the bracket on the left of (5) changes $\Delta E$ only by a relative amount of order $\kappa^{-5}$. Part (c) shows that $\langle V\rangle_Q$ and the relaxation are smaller than $T_Q$ by one and two powers of $\kappa$. For the ground state, with $K^3=(2E_{\rm cut})^{3/2}=2\sqrt2\,E_{\rm cut}^{3/2}$ and $16/(2\sqrt2)=4\sqrt2$,

$$\Delta E\simeq\frac{16}{3\pi}\frac{Z^5}{K^3}=\frac{4\sqrt2}{3\pi}\,Z^5E_{\rm cut}^{-3/2}=1.69765\,\frac{Z^5}{K^3}=0.60021\,Z^5E_{\rm cut}^{-3/2}\qquad(\kappa\gg1).\tag{7}$$

The condition $\kappa\gg1$ is $E_{\rm cut}\gg Z^2/2=|E|$. The power $Z^5$ compares hydrogen-like ions at the same cutoff.

The sign needs a remark, since removing fast components removes kinetic energy. For the unnormalised $P\psi$, the kinetic energy is $\langle T\rangle-T_Q$, because $T$ is diagonal. The potential energy is $\langle V\rangle-2\langle\psi|V|Q\psi\rangle+\langle V\rangle_Q$. The Schrödinger equation gives $V\psi=-(T-E)\psi$, so $\langle\psi|V|Q\psi\rangle=-\langle T-E\rangle_Q$, and the potential energy rises by $2\langle T-E\rangle_Q+\langle V\rangle_Q\simeq2T_Q$. Truncating the exact state saves $T_Q$ of kinetic energy and costs $2T_Q$ of attraction, and the net change is $+T_Q$. For hydrogen at $K=80$ bohr$^{-1}$ the program finds the two changes for $P\psi$ from matrix elements as $-0.9996$ and $+1.9875$ in units of the leading term (7). This split belongs to $P\psi$ and not to the variational state. The readjustment $\eta$ leaves the leading total unchanged but shifts $\langle T\rangle$ and $\langle V\rangle$ separately at first order. In a fixed basis the Hellmann–Feynman theorem gives $\langle V\rangle=Z\,\partial E_K/\partial Z$, so for the variational state $\langle V\rangle$ rises by $Z\,\partial\Delta E/\partial Z\simeq5T_Q$ and $\langle T\rangle$ falls by about $4T_Q$, with the same net $+T_Q$.

The power of $Z$ is tied to the power of $K$ by scaling. With $\mathbf r=\boldsymbol\rho/Z$ and $\mathbf p=Z\mathbf s$, the Hamiltonian is $Z^2(s^2/2-1/\rho)$ and the cutoff is $s\le\kappa$. Hence, exactly,

$$\Delta E(Z,K)=Z^2\,\varepsilon(K/Z)\tag{8}$$

with one function $\varepsilon$, the error for hydrogen. A law $\varepsilon\propto\kappa^{-3}$ then forces $Z^2\cdot Z^3/K^3$. The error relative to the binding energy, $\Delta E/|E|\simeq32/(3\pi\kappa^3)$, depends on $\kappa$ alone. A fixed absolute error needs $K^3\propto Z^5$, or $E_{\rm cut}\propto Z^{10/3}$. In a cell of volume $\Omega$ each plane wave occupies the momentum volume $(2\pi)^3/\Omega$, so the sphere holds $N=(4\pi K^3/3)\,\Omega/(2\pi)^3=\Omega K^3/(6\pi^2)$ of them, and (7) becomes $\Delta E\simeq8Z^5\Omega/(9\pi^3N)$. To leading order the error falls as the inverse of the basis size.

### (c) Corrections

With (3) and $-E=Z^2/2$, the diagonal term of (5) is

$$\langle T-E\rangle_Q=4\pi\int_K^\infty p^2\,\frac{p^2+Z^2}{2}\,\frac{A^2\,dp}{(p^2+Z^2)^4}=2\pi A^2\int_K^\infty\frac{p^2dp}{(p^2+Z^2)^3}.$$

The integrand is $p^{-4}(1-3Z^2/p^2+\dots)$, and its integral is $1/(3K^3)-3Z^2/(5K^5)+\dots$. Taking out $1/(3K^3)$,

$$\langle T-E\rangle_Q=T_Q\left[1-\frac{9}{5\kappa^2}+O(\kappa^{-4})\right],\tag{9}$$

where $T_Q$ from here on means the leading value (6).

The potential terms need $V$ in momentum space. By the angular integral used in (1), $\int e^{-i\mathbf k\cdot\mathbf r}e^{-\lambda r}r^{-1}d^3r=(4\pi/k)\int_0^\infty e^{-\lambda r}\sin(kr)\,dr=4\pi/(k^2+\lambda^2)$, which tends to $4\pi/k^2$ as $\lambda\to0$. A product in position space becomes a convolution with the factor $(2\pi)^{-3}$, so for any function $f$

$$(Vf)(\mathbf p)=-\frac{4\pi Z}{(2\pi)^3}\int\frac{f(\mathbf q)\,d^3q}{|\mathbf p-\mathbf q|^2}=-\frac{Z}{2\pi^2}\int\frac{f(\mathbf q)\,d^3q}{|\mathbf p-\mathbf q|^2}.$$

For spherical $f$ the polar integral is $\int_{-1}^1d\mu\,(p^2+q^2-2pq\mu)^{-1}=(2pq)^{-1}\ln[(p+q)^2/(p-q)^2]=(pq)^{-1}\ell(p/q)$, with

$$\ell(t)=\ln\left|\frac{1+t}{1-t}\right|=\ell(1/t),\qquad \ell(t)=2\sum_{k=0}^\infty\frac{t^{2k+1}}{2k+1}\quad(t<1).$$

The azimuth gives $2\pi$ and the radial measure is $q^2dq$. Therefore

$$(Vf)(p)=-\frac{Z}{\pi p}\int_0^\infty q\,f(q)\,\ell(p/q)\,dq,\qquad\langle f|V|f\rangle=-4Z\iint p\,q\,f(p)f(q)\,\ell(p/q)\,dp\,dq,\tag{10}$$

where the second form comes from multiplying the first by $4\pi p^2f(p)$ and integrating.

For $f=Q\psi$ with the tail $A/p^4$, put $p=Kx$ and $q=Ky$. The measure $p^{-3}q^{-3}dp\,dq$ supplies $K^{-4}$, so $\langle V\rangle_Q=-4ZA^2K^{-4}I$ with $I=\int_1^\infty\!\int_1^\infty x^{-3}y^{-3}\ell(y/x)\,dx\,dy$. The integrand is symmetric, so $I$ is twice the part with $x>y$. There set $x=y/t$ with $0<t<1$. Then $|dx|=y\,dt/t^2$ and $x^{-3}|dx|=t\,y^{-2}dt$, and

$$I=2\int_1^\infty\frac{dy}{y^5}\int_0^1t\,\ell(t)\,dt=\frac12\sum_{k=0}^\infty\frac{2}{(2k+1)(2k+3)}=\frac12\sum_{k=0}^\infty\left(\frac1{2k+1}-\frac1{2k+3}\right)=\frac12 ,$$

since the last sum telescopes to 1. Thus

$$\langle V\rangle_Q=-\frac{2ZA^2}{K^4}=-\frac{16Z^6}{\pi^2K^4},\qquad\frac{\langle V\rangle_Q}{T_Q}=-\frac{2Z}{K^4}\cdot\frac{3K^3}{2\pi}=-\frac{3}{\pi\kappa}.\tag{11}$$

The exact $\varphi=Ap^{-4}(1-2Z^2/p^2+\dots)$ is smaller than its tail form, so it reduces $|\langle V\rangle_Q|$ by a relative $O(\kappa^{-2})$, which is $O(\kappa^{-3})$ relative to $T_Q$. The order of (11) can be read in position space: divided by the tail weight $32/(5\pi\kappa^5)$, it gives a mean potential of $-5ZK/(2\pi)$ in $Q\psi$, so $1/r$ averages to about $0.8K$ there, and this potential is to be compared with a kinetic energy $\sim K^2$.

The source of the relaxation is $w(p)=(VQ\psi)(p)$ for $p\le K$. With $p=Kt$ and $q=Ky$ in (10),

$$w(p)=-\frac{ZA}{\pi K^3}\,g(t),\qquad g(t)=\frac1t\int_1^\infty\frac{\ell(t/y)}{y^3}\,dy=2\sum_{k=0}^\infty\frac{t^{2k}}{(2k+1)(2k+3)},\tag{12}$$

where $\int_1^\infty y^{-3-(2k+1)}dy=1/(2k+3)$ was used term by term. The function $g$ rises from $g(0)=2/3$ to $g(1)=1$, the latter by the telescoping sum above, so $w$ is finite up to the cutoff. Splitting the coefficient into partial fractions as before gives the closed form $g=a-(a-1)/t^2$ with $a={\rm artanh}(t)/t=\sum_kt^{2k}/(2k+1)$.

A source that is nearly constant in momentum is nearly a point source at the nucleus. For $p\gg Z$ the kinetic energy dominates $h$, and $G$ is replaced by $G_0=2/p^2$:

$$\langle w|G_0|w\rangle=4\pi\int_0^Kp^2\,\frac{2}{p^2}\,w^2dp=8\pi\,\frac{Z^2A^2}{\pi^2K^6}\,KJ=\frac{64J}{\pi^3}\frac{Z^7}{K^5},\qquad J=\int_0^1g^2dt=0.54396 .\tag{13}$$

The coefficient is $64J/\pi^3=1.12280$. Relative to $T_Q$ the term is $(64J/\pi^3)(3\pi/16)\kappa^{-2}=12J/(\pi^2\kappa^2)$.

The replacement $G\to G_0$ is justified by counting orders. The integrand of (13) is spread evenly over $0<p<K$. The region $p\lesssim Z$, where $G$ differs from $G_0$ by a factor of order one because of $-E$, of the bound states and of the exclusion of $P\psi$, is a fraction $1/\kappa$ of the range. The shift $\Delta E$ inside $G$ changes the relaxation by $\Delta E\,\|\eta\|^2$, and $\|\eta\|^2\sim w(0)^2\int d^3p\,(p^2+Z^2)^{-2}\sim w(0)^2/Z\sim\kappa^{-6}$. The Coulomb potential at intermediate momenta enters through $G=G_0-G_0VG_0+\dots$. By (10) with $f=G_0w$, the first correction is

$$-\langle G_0w|V|G_0w\rangle=16Z\iint\frac{w(p)\,w(q)\,\ell(p/q)}{p\,q}\,dp\,dq .$$

For $Z\ll p\ll K$ one has $w\simeq w(0)$, and the $q$ integral is $\int_0^\infty\ell(t)\,dt/t=2\int_0^1\ell(t)\,dt/t=4\sum_k(2k+1)^{-2}=\pi^2/2$, where the symmetry $t\to1/t$ folds the range and the sum is $\pi^2/8$. The remaining $\int dp/p$ from $Z$ to $K$ is $\ln\kappa$, so the correction is $8\pi^2Z\,w(0)^2\ln\kappa$ up to a term without the logarithm. Written with $w(0)$, expression (13) is $8\pi K\,w(0)^2J/g(0)^2=18\pi KJ\,w(0)^2$. The relative correction is $+4\pi\ln\kappa/(9J\kappa)$, positive because the attraction makes the state more responsive at the nucleus. Each further factor $G_0V$ adds a power of $Z/p$, and the last integral becomes $Z^n\int dp/p^n$ with $n\ge2$, which is dominated by $p\sim Z$, is of order $Z$, and joins the $1/\kappa$ correction already counted. This is an estimate of orders and not a rigorous bound. The program tests it by asserting that the computed relaxation divided by (13) lies between $1$ and $1+4\ln\kappa/\kappa$ at $\kappa=20$, 40 and 80.

Collecting (9), (11) and (13) in (5),

$$\Delta E=\frac{16Z^5}{3\pi K^3}\,b(\kappa),\qquad b(\kappa)=1+\frac{c_1}{\kappa}+\frac{c_2}{\kappa^2}+O\!\left(\frac{\ln\kappa}{\kappa^3}\right),\tag{14}$$

$$c_1=-\frac3\pi=-0.95493,\qquad c_2=-\frac95-\frac{12J}{\pi^2}=-2.46138 .$$

Relaxation first appears in $c_2$, so (7) and the term $c_1$ hold for the true variational minimum as well as for the truncated exact state. Both corrections are negative, so at large $\kappa$ the leading law overestimates the error. The local exponents follow from $d\ln b/d\ln\kappa\simeq3/(\pi\kappa)$. Since $\kappa\propto E_{\rm cut}^{1/2}/Z$, they are $d\ln\Delta E/d\ln E_{\rm cut}\simeq-\tfrac32+3/(2\pi\kappa)$ and $d\ln\Delta E/d\ln Z\simeq5-3/(\pi\kappa)$. Both approach their limits from smaller magnitude.

The cusp at the nucleus fixes the leading error $\Delta E\simeq16Z^5/(3\pi K^3)$, and the next two corrections in $1/\kappa$, with relaxation included, are both negative. What remains is to compare these results with diagonalisation, to examine other states and the role of the cusp, and to find the cutoffs for 1 mHa asked for in (d).
